# Midgap Decay Constant of a Semiconducting Nanotube from Massive Dirac Bands, part 2

How fast does an electron amplitude decay along a semiconducting carbon nanotube at energies in its gap, and which velocity belongs in the formula at finite diameter? The model has one $\pi$ orbital per atom and nearest-neighbour matrix element $-t$, $t>0$; curvature and many-electron corrections are left out. Energies $E$ are measured from midgap, $E_g$ is the gap, and $x$ and $k$ are the axial coordinate and the wave number from the band edge. The massive Dirac bands are

$$E^2=\Delta^2+(\hbar v k)^2,\qquad \Delta=\tfrac12E_g. \tag{1}$$

In the gap the amplitude varies as $e^{\pm\kappa x}$, with

$$\kappa(E)=\frac{\sqrt{\Delta^2-E^2}}{\hbar v}. \tag{2}$$

The theorem of Part I gives the midgap value

$$\boxed{\;\kappa_0=\frac{\Delta}{\hbar v}=\frac{E_g}{2\hbar v}\;} \tag{3}$$

It follows from the Hamiltonian, with Pauli matrices $\sigma_x,\sigma_y$ acting on the two sublattices,

$$H=\Delta\sigma_x-i\hbar v\sigma_y\frac{d}{dx}. \tag{8}$$

For tube diameter $d$, the Dirac limit is $\kappa_0=2/(3d)$. The sheet velocity obeys $\hbar v_F=\tfrac32ta_{cc}$, where $a_{cc}$ is the bond length and $a=\sqrt3\,a_{cc}$. The edge mass is $m^*=\Delta/v^2$; a single parabolic band with this mass gives $\sqrt2\,\Delta/(\hbar v)$ at midgap. Part I also found the midgap transmission $T=1/\cosh^2\kappa_0L$ per mode through a gapped length $L$ between ideal gapless leads, for potentials too smooth to mix the two Dirac points (valleys).

A zigzag $(n,0)$ tube has circumference $\pi d=na$ and is semiconducting if $n$ is not a multiple of 3. Each integer angular number $\ell$ gives a chain with alternating hoppings $t$ and $ct$ and period $b$:

$$c=2\left|\cos\frac{\pi\ell}{n}\right|,\qquad b=\frac32a_{cc}. \tag{17}$$

The amplitudes $A_j,B_j$ on the two sublattices in cell $j$ obey

$$EA_j=-tB_j-ctB_{j-1},\qquad EB_j=-tA_j-ctA_{j+1}. \tag{18}$$

### Proposition: decay in the lattice model

For a subband with hopping ratio $c$,

$$\kappa_0=\frac{|\ln c|}{b},\qquad \frac{\Delta}{\hbar v_{\rm edge}}=\frac2b\sinh\frac{\kappa_0b}{2},\qquad v_{\rm edge}=\sqrt c\,v_F, \tag{19}$$

where $v_{\rm edge}$ is the velocity defined by the edge mass, $v_{\rm edge}^2=\Delta/m^*$. Within the nearest-neighbour model these relations are exact.

**Proof.** At $E=0$ the equations (18) separate:

$$B_j=-cB_{j-1},\qquad A_{j+1}=-\frac1cA_j. \tag{20}$$

Over one period the moduli change by the factors $c$ and $1/c$, which gives the first relation. As in the Dirac theory, each solution occupies one sublattice.

For a Bloch wave with phase $e^{iKb}$ per cell, (18) gives $E^2=t^2|1+ce^{iKb}|^2=t^2(1+c^2+2c\cos Kb)$. The band edge is at $Kb=\pi$. With $K=\pi/b+k$, the cosine becomes $-\cos kb=-1+2\sin^2(kb/2)$, so

$$E^2=\Delta^2+4ct^2\sin^2\frac{kb}{2},\qquad \Delta=t|1-c|. \tag{21}$$

At small $k$ this is $E^2\simeq\Delta^2+ct^2b^2k^2$. Comparison with the massive Dirac form gives $\hbar v_{\rm edge}=\sqrt c\,tb$. Since $tb=\tfrac32ta_{cc}=\hbar v_F$, this is the third relation.

In the gap set $k=i\kappa$. Then $\sin^2(i\kappa b/2)=-\sinh^2(\kappa b/2)$, and

$$\frac{\sqrt{\Delta^2-E^2}}{\hbar v_{\rm edge}}=\frac2b\sinh\frac{\kappa b}{2}. \tag{22}$$

At $E=0$ this is the second relation. Since $\sinh$ increases with its argument, the decay is fastest at midgap on the lattice too. $\blacksquare$

**Remark 4: the two velocities.** Using $\sinh y=y+y^3/6+\dots$ with $y=\kappa_0b/2$,

$$\frac{\Delta}{\hbar v_{\rm edge}}=\kappa_0\left[1+\frac{(\kappa_0b)^2}{24}+\dots\right]. \tag{23}$$

The error of the Dirac formula with the edge velocity is of second order in $\kappa_0b$. With the sheet velocity it is of first order. Put $z=\ln c$, so that $|z|=\kappa_0b$. Then

$$\frac{\Delta/(\hbar v_F)}{\kappa_0}=\frac{|c-1|}{|\ln c|}=\frac{e^z-1}{z}=1+\frac z2+\dots \tag{24}$$

The sheet velocity gives too large a decay constant for $c>1$ and too small a one for $c<1$.

**Remark 5: the diameter formula.** Let $\xi=\pi/(3n)$, and let $\eta=+1$ if $n$ leaves the remainder 1 on division by 3, $\eta=-1$ if it leaves 2. The integer $\ell$ nearest to $n/3$ gives $\pi\ell/n=\pi/3-\eta\xi$, hence

$$c=\cos\xi+\eta\sqrt3\sin\xi=1+\eta\sqrt3\,\xi-\frac{\xi^2}{2}-\frac{\eta\sqrt3}{6}\xi^3+\dots$$

Insert this in $\ln(1+w)=w-w^2/2+w^3/3-\dots$. The second-order terms are $-\tfrac12-\tfrac32=-2$. The third-order terms are $\eta\sqrt3(-\tfrac16+\tfrac12+1)=\tfrac43\eta\sqrt3$. Thus

$$|\ln c|=\sqrt3\,\xi\left[1-\frac{2\eta\xi}{\sqrt3}+\frac43\xi^2+\dots\right].$$

From $\pi d=na$ and $a=2b/\sqrt3$ it follows that $2/(3d)=\pi/(\sqrt3nb)=\sqrt3\,\xi/b$. Therefore

$$\frac{\kappa_0}{2/(3d)}-1=-\eta\frac{2\pi}{3\sqrt3\,n}+\frac{4\pi^2}{27n^2}+\dots \tag{25}$$

Within this model the two families approach the Dirac limit from opposite sides. Curvature, which is left out here, adds a further term of the same order $1/n$. The first-order term has two sources. The half gap $t|1-c|$ contributes $-\eta\xi/(2\sqrt3)$, and division by $\sqrt c$ contributes $-\eta\sqrt3\,\xi/2$. Three quarters of the deviation is thus due to the velocity and one quarter to the gap.

### Proposition: transmission and the role of contacts

Take $N$ cells of the chain, of length $L=Nb$, between uniform chains with hopping $t$ at $E=0$. Number the $2N$ sites of the section so that the inner hoppings are $t,ct,t,\dots,t$. Let the links to the left and right leads be $\tau_L,\tau_R$, and let the end sites have energies $\varepsilon_L,\varepsilon_R$.

In the right lead, with sites $j=1,2,\dots$, the amplitude is $Ii^{-j}+Ri^{j}$: the factor $i$ per site belongs to the wave moving away from the section, because the lead band $-2t\cos\theta$ has positive slope at phase $\theta=\pi/2$. The equation at the first lead site requires $t(I+R)=\tau_R\phi_{2N}$, where $\phi_j$ are the amplitudes in the section. The amplitude on that site is then

$$-iI+iR=i(I+R)-2iI=\frac{i\tau_R}{t}\phi_{2N}-2iI .$$

Insert it in the equation of site $2N$. At the left there is only an outgoing wave, of amplitude $O=\tau_L\phi_1/t$. The two end equations become

$$\Sigma_L\phi_1-t\phi_2=0,\qquad \Sigma_R\phi_{2N}-t\phi_{2N-1}+2i\tau_RI=0,\qquad \Sigma_{L,R}=\varepsilon_{L,R}-\frac{i\tau_{L,R}^2}{t}.$$

Inside the section, the zero-energy equations give $\phi_{2N-1}=(-1/c)^{N-1}\phi_1$ and $\phi_{2N}=(-c)^{N-1}\phi_2$. Eliminating everything but $\phi_1$ and $I$, and using $T=|O/I|^2$ for identical leads,

$$T=\frac{4\tau_L^2\tau_R^2/t^2}{\left|tc^{1-N}-\Sigma_L\Sigma_Rc^{N-1}/t\right|^2}. \tag{26}$$

For unmodified links, $\tau_L=ct$, $\tau_R=t$ and $\varepsilon_L=\varepsilon_R=0$, so $\Sigma_L\Sigma_R=-c^2t^2$ and

$$T=\frac{4}{(c^N+c^{-N})^2}=\frac1{\cosh^2(N\ln c)}=\frac{1}{\cosh^2\kappa_0L}\;\longrightarrow\;4e^{-2\kappa_0L}. \tag{27}$$

Now multiply both squared links by $g$ and shift the end sites so that $\Sigma_L=g(u-i)c^2t$ and $\Sigma_R=g(u-i)t$. Equation (26) becomes

$$T=\frac{4g^2}{\left|c^{-N}-g^2(u-i)^2c^{N}\right|^2}. \tag{28}$$

For a long section with $c>1$ this tends to $4e^{-2\kappa_0L}/[g^2(1+u^2)^2]$; with $c<1$ it tends to $4g^2e^{-2\kappa_0L}$. Within this family of contacts the contact sets the prefactor and the tube sets the exponent. $\blacksquare$

For $c>1$ and fixed $u$, a weaker link raises the midgap transmission of a long section. Then the zero-energy solutions are large at the two end sites, and a weak link damps them less. At fixed length the rise ends when $g$ is so small that $c^{-N}$ dominates the denominator of (28). Fixed $u$ means that the end-site energies shrink in proportion to $g$. If they are instead held at nonzero values, $|u|$ grows as $1/g$, and for a long section the transmission falls again once $|u|>1$.

### Worked example: the (13,0) tube

Take $a_{cc}=0.142$ nm and the chosen hopping $t=2.70$ eV. These give $b=0.2130$ nm and

$$\hbar v_F=1.5\times2.70\times0.142=0.575\ \text{eV nm},\qquad v_F=8.74\times10^5\ \text{m/s}.$$

The subband nearest the gap has $\ell=4$ and $c=2\cos(4\pi/13)=1.1361$. Its half gap is $\Delta=2.70\times0.1361=0.3675$ eV, so $E_g=0.735$ eV. Its edge velocity follows from $\hbar v_{\rm edge}=\sqrt{1.1361}\times0.5751=0.613$ eV nm, and the edge mass is $0.0745$ electron masses. The theorem then gives

$$\kappa_0\simeq\frac{0.3675\ \text{eV}}{0.6130\ \text{eV nm}}=0.600\ \text{nm}^{-1}.$$

The complex bands of the all-atom tube give $0.599$ nm$^{-1}$, or $5.99\times10^6$ cm$^{-1}$. The difference relative to this value is $6.8\times10^{-4}$, as (23) predicts. The amplitude falls by a factor $e$ in 1.67 nm and the probability in 0.83 nm.

Six tubes show the trend. All decay constants are in nm$^{-1}$.

| $n$ | complex bands | $\Delta/\hbar v_{\rm edge}$ | $\Delta/\hbar v_F$ | $2/(3d)$ |
|---|---|---|---|---|
| 13 | 0.5992 | 0.5996 | 0.6391 | 0.6550 |
| 14 | 0.6659 | 0.6664 | 0.6208 | 0.6082 |
| 25 | 0.3249 | 0.3250 | 0.3364 | 0.3406 |
| 26 | 0.3435 | 0.3436 | 0.3312 | 0.3275 |
| 49 | 0.1696 | 0.1696 | 0.1727 | 0.1738 |
| 50 | 0.1745 | 0.1745 | 0.1713 | 0.1703 |

In this model the (14,0) tube is wider than the (13,0) tube and has a smaller gap, yet its midgap decay is faster. Its edge velocity is lower, since it has $c<1$. For $n=49$ and 50, the relative deviation from $2/(3d)$ multiplied by $n$ is $-1.18$ and $1.24$. The first-order values in (25) are $\mp1.21$, and the second-order term adds about $0.03$ to each.

Consider now $N=47$ cells of the (13,0) tube, $L=10.01$ nm, held at midgap. With $\kappa_0L=6.00$, equation (27) gives $T=2.47\times10^{-5}$ per mode, and the Green-function calculation agrees. Other decay constants in the same formula give:

- $2.45\times10^{-5}$ from the edge velocity;
- $1.11\times10^{-5}$ from the sheet velocity, low by a factor 2.2;
- $8.1\times10^{-6}$ from $2/(3d)$, low by a factor 3.1.

The single parabolic band has $0.848$ nm$^{-1}$, and its $4e^{-2\kappa L}$ is $1.7\times10^{-7}$, low by a factor of about 150. An error $\delta\kappa$ multiplies $T$ by about $e^{-2L\,\delta\kappa}$, so a few per cent in $\kappa_0$ matters once $\kappa_0L$ is large.

For the modified contact $g=0.3$, $u=0.5$, the long-section prefactor is $4/(0.09\times1.5625)=28.4$ instead of 4. The decay of $T$ stays at $1.198$ nm$^{-1}=2\kappa_0$. The numerical output lists these values.

### Where the result stops

The formula $\kappa_0=\Delta/(\hbar v)$ rests on the Hamiltonian (8): two bands, symmetric about midgap, with one velocity. A correction that changes $\Delta$ and $v$ but keeps this form leaves the formula valid with the new values. The expression $2/(3d)$ is more fragile, since it also needs the relation $\Delta=2\hbar v/(3d)$ with the same velocity $v$. A correction that changes the gap and the velocity in different proportions breaks it. In narrow tubes $\kappa_0b$ is no longer small, and for zigzag tubes (22) then replaces (2) within the nearest-neighbour model. That model omits curvature, and this limits it in wider tubes too. Neighbouring orbitals are tilted by an angle of order $a/d$, which enters the hoppings squared. The slanted hoppings therefore differ from the axial one by a fraction $\delta$ of order $1/d^2$. If they are weaker by $\delta$, $\ln c$ falls by about $\delta$. Since $|\ln c|$ is itself of order $1/d$, the relative change in $\kappa_0$ is of order $1/d$, like the first term of (25). For the 47 cells of the worked example, $\delta=0.01$ would raise $T$ by a factor $e^{2N\delta}\approx2.6$, and it would reverse the order of the (13,0) and (14,0) gaps. A value of this size is realistic: with $s$ and $p$ orbitals on the rolled tube, tight binding gives $\delta\approx0.010$ to $0.014$ for (13,0), depending on how the hoppings scale with bond length, which lowers $\kappa_0$ from $0.599$ to about $0.53$–$0.55$ nm$^{-1}$. The numbers in the example thus compare formulas within one model. For a real tube, $\Delta$ and $v$ in $\kappa_0=\Delta/(\hbar v)$ should be band-edge values that include curvature and the many-electron corrections left out here. If the potential changes sharply on the atomic scale, the valleys can mix and the one-mode matching of Part I no longer applies.

## Values computed for the example and the checks

```
hopping t = 2.70 eV, bond length = 0.142 nm
chain period b = 0.2130 nm
hbar v_F = 0.5751 eV nm
v_F = 8.7373e+05 m/s
Columns: n | d (nm) | gap (eV) | kappa from complex bands (1/nm)
 | Delta/(hbar v_F) | Delta/(hbar v_edge) | 2/(3d), all in 1/nm
 13 | 1.0178 | 0.7351 | 0.5992 | 0.6391 | 0.5996 | 0.6550
 14 | 1.0960 | 0.7141 | 0.6659 | 0.6208 | 0.6664 | 0.6082
 25 | 1.9572 | 0.3869 | 0.3249 | 0.3364 | 0.3250 | 0.3406
 26 | 2.0355 | 0.3810 | 0.3435 | 0.3312 | 0.3436 | 0.3275
 49 | 3.8361 | 0.1986 | 0.1696 | 0.1727 | 0.1696 | 0.1738
 50 | 3.9144 | 0.1971 | 0.1745 | 0.1713 | 0.1745 | 0.1703
predicted limit of n*|relative deviation from 2/(3d)| = 1.2092
n = 49: n*(kappa*3d/2 - 1) = -1.1803
n = 50: n*(kappa*3d/2 - 1) = 1.2394
Example: (13,0) tube
half gap Delta = 0.3675 eV, hopping ratio c = 1.1361
edge mass = 0.0745 electron masses
hbar v_edge = 0.6130 eV nm
v_edge = 9.3130e+05 m/s
midgap kappa = 0.5992 1/nm = 5.992e+06 1/cm
amplitude decay length = 1.669 nm
probability decay length = 0.834 nm
relative excess of Delta/(hbar v_edge) = 6.80e-04
single parabolic band estimate = 0.8480 1/nm
midgap weight on one sublattice = 1.000000
E/Delta = 0.0: kappa complex bands 0.5992, Dirac 0.5996 1/nm
E/Delta = 0.5: kappa complex bands 0.5190, Dirac 0.5193 1/nm
E/Delta = 0.8: kappa complex bands 0.3597, Dirac 0.3598 1/nm
gapped length L = 10.011 nm, kappa*L = 5.9985
T per mode, Green function = 2.4651e-05
T per mode, 1/cosh^2(kappa L) = 2.4651e-05
T per mode, 4 exp(-2 kappa L) = 2.4652e-05
T with Delta/(hbar v_edge) = 2.4451e-05
T with Delta/(hbar v_F) = 1.1085e-05
T with 2/(3d) = 8.0578e-06
4 exp(-2 kappa L) with parabolic kappa = 1.6931e-07
contact coupling 1.0, shift 0.0: decay of T 1.1984 1/nm, prefactor 4.000
contact coupling 0.3, shift 0.5: decay of T 1.1984 1/nm, prefactor 28.444
```
